The Mott-Gurney law: trap-free injection from an ohmic contact

## Part I. The law and its proof

### The form fixed by dimensions

A voltage V drives carriers of one sign across an insulating film of thickness L. Suppose that the current density J depends on V, L, the permittivity ε of the film and the mobility μ of the carriers, and on nothing else. Try a product of powers,

J = K εᵃ μᵇ Vᶜ Lᵈ,

where K is a pure number. Take charge, time, voltage and length as the independent dimensions. The units are then

J: C s⁻¹ m⁻²

ε: C V⁻¹ m⁻¹

μ: m² V⁻¹ s⁻¹.

Equating the powers of each unit on the two sides gives

charge: 1 = a

time: −1 = −b

voltage: 0 = −a − b + c

length: −2 = −a + 2b + d.

The first two lines give a = 1 and b = 1. The third gives c = 2, and the fourth gives d = −2 + 1 − 2 = −3. Therefore

J = K ε μ V²/L³.

The product of powers is no restriction. There are five quantities and four independent dimensions, so they form one dimensionless group, JL³/(εμV²). A physical law connecting these five quantities alone must fix the value of that group.

The argument also shows what would spoil the result. A contact with a finite carrier density, a density of background carriers, or the thermal voltage kT/q would each supply another dimensionless group, and K would become a function of it. The theorem below removes these quantities by assumption and finds K = 9/8.

### Setting and sign convention

The film fills 0 < x < L between two plane electrodes, and all quantities depend on x alone. Carriers enter at x = 0 and leave at x = L. Each has charge of magnitude q, and n(x) is their number density.

Let E(x) be the force on a carrier divided by q, counted positive towards the exit. For positive carriers E is the electric field component along x. For electrons it is minus that component. With this choice one set of equations serves both. Gauss's law for the true field component F reads ε dF/dx = ρ, where ρ is the charge density. Positive carriers have F = E and ρ = qn. Electrons have F = −E and ρ = −qn, and the two minus signs cancel. In both cases

ε dE/dx = qn.

The voltage is the positive number

V = ∫₀ᴸ E dx,

and J is the magnitude of the current density.

The assumptions are these.

(A1) The state is steady, and carriers are neither created nor lost inside the film.

(A2) Carriers move by drift with a constant mobility, so their speed is μE. Diffusion is neglected.

(A3) The mobile carriers are the only net charge in the film. There are no traps, no fixed charge and no background carriers.

(A4) The permittivity is uniform.

(A5) The entry contact is ohmic in the ideal sense: it supplies any current the film can carry, which is expressed by E(0) = 0.

**Theorem (Mott-Gurney law).** Under (A1) to (A5),

J = (9/8) ε μ V²/L³.

Assumption (A5) needs a justification, because a vanishing field at a contact that passes current looks contradictory. Lemma 2 supplies it.

### Lemma 1: the field in the film

**Lemma 1.** Under (A1) to (A4), with J > 0,

E(x)² = E(0)² + 2Jx/(εμ).

**Proof.** Conservation of carriers reads

∂n/∂t + dΓ/dx = 0,

where Γ is the number of carriers crossing unit area per unit time. In a steady state the first term vanishes, so Γ does not depend on x, and neither does J = qΓ. By (A2) the flux is Γ = nμE, hence

J = qnμE.

Since J and n are positive, E is positive inside the film. Gauss's law replaces qn by ε dE/dx:

J = εμ E dE/dx.

The chain rule gives E dE/dx = (1/2) d(E²)/dx, so

d(E²)/dx = 2J/(εμ).

The right side is constant. Integration from 0 to x gives the statement. ∎

The square of the field grows linearly because each layer of carriers adds to the field felt by the carriers ahead of it, while the faster carriers there are more thinly spread.

### Lemma 2: what an ohmic contact does

Let the contact hold a fixed carrier density n_c at x = 0. The drift equation evaluated there gives

E(0) = J/(qμn_c).

A dense contact needs little field to deliver a given current.

**Lemma 2.** At fixed V, L, ε and μ, the drift current increases with n_c. As n_c → ∞, E(0) tends to zero and J tends to the value found by setting E(0) = 0. That value is an upper bound on the drift current for every finite n_c.

**Proof.** Lemma 1 turns the voltage condition into

V = ∫₀ᴸ √[J²/(qμn_c)² + 2Jx/(εμ)] dx.

The integrand increases with J and decreases with n_c. If n_c is raised while J is held, the integral falls below V, and J must rise to restore it. This proves the first claim.

Dropping the first term under the root makes the integral smaller, so

V ≥ ∫₀ᴸ √[2Jx/(εμ)] dx.

The right side increases with J and equals V at the current J* obtained with E(0) = 0. Hence J ≤ J* for every n_c. It follows that E(0) ≤ J*/(qμn_c), which tends to zero as n_c grows. The voltage condition then goes over continuously into the one with E(0) = 0, and J tends to J*. ∎

There is a second bound. Since E(x) ≥ E(0), the voltage is at least E(0)L, so

J ≤ qn_cμV/L.

This is the current of a film filled uniformly with the contact density. A poor contact is limited by its supply, a good one by the charge it has already injected.

The passage between the two can be followed in scaled quantities,

j = JL³/(εμV²)

ν = n_c qL²/(εV).

The theorem claims j = 9/8 for infinite ν, and the second bound reads j ≤ ν. Numerical integration of Gauss's law with the drift equation gives these currents:

- ν = 0.3: j = 0.2592
- ν = 1: j = 0.6334
- ν = 3: j = 0.9822
- ν = 10: j = 1.1074
- ν = 100: j = 1.1248

The first value lies a little below the supply limit 0.3, and the last is within 0.02 per cent of 9/8 = 1.125. An ohmic contact in this drift model is therefore one for which ν is large. Whether a given contact qualifies depends on the film and the voltage, because ν grows as L² and falls as 1/V.

### Proof of the theorem

Set E(0) = 0 in Lemma 1 and take the positive root:

E(x) = √[2J/(εμ)] x^(1/2).

Integrate over the film, using ∫₀ᴸ x^(1/2) dx = (2/3)L^(3/2):

V = (2/3) √[2J/(εμ)] L^(3/2).

Square both sides:

V² = (4/9) · 2J/(εμ) · L³ = (8/9) JL³/(εμ).

Solve for J:

J = (9/8) ε μ V²/L³. ∎

The numerical factor comes from the 2 in the integral of E dE/dx and from the 2/3 in the integral of the square root. Numerical integration with the very dense contact ν = 10⁵ gives j = 1.125000.

### Corollary: profiles of field, potential and density

The theorem gives 2J/(εμ) = 9V²/(4L³), whose square root is 3V/(2L^(3/2)). Hence

E(x) = (3V/2L) √(x/L).

The field at the exit is 3/2 of the mean field V/L. A film with a given breakdown field therefore reaches it at two thirds of the voltage that a uniform field would allow, within this model.

The voltage dropped between the entry and x is

φ(x) = ∫₀ˣ E dx′ = (3V/2L^(3/2)) · (2/3)x^(3/2) = V(x/L)^(3/2).

Half of the voltage has been dropped where (x/L)^(3/2) = 1/2, which is x = 0.63L. The remaining 37 per cent of the film carries the other half.

Gauss's law gives the density. Since d√x/dx = 1/(2√x),

n(x) = (ε/q) dE/dx = (ε/q) · (3V/2L^(3/2)) · 1/(2√x),

or

n(x) = (3εV/4qL²) √(L/x).

The density diverges at the entry, as it must if a finite current is to flow in a vanishing field. The product nE stays constant, and the number of carriers per area is finite, because 1/√x can be integrated down to zero. The mean density is

n̄ = (1/L) ∫₀ᴸ n dx = (3εV/4qL²) · 2 = 3εV/(2qL²).

At the exit n is half of this mean. The divergence belongs to the drift idealisation: a steep density gradient drives diffusion, which (A2) leaves out. Part II determines what diffusion changes.

### The factor 9/8 as charge over transit time

The injected charge per area follows from Gauss's law across the film:

Q = ∫₀ᴸ qn dx = ε[E(L) − E(0)] = (3/2) εV/L.

This is 3/2 times the charge εV/L on a parallel-plate capacitor of the same dimensions. The time a carrier takes to cross is

t = ∫₀ᴸ dx/(μE) = (2L^(3/2)/(3μV)) ∫₀ᴸ x^(−1/2) dx.

The last integral equals 2L^(1/2), so

t = (4/3) L²/(μV).

This is 4/3 times the transit time in a uniform field V/L, because the carriers start slowly. The two results are linked by the drift equation: qn = J/(μE), and integrating over the film gives Q = Jt. Therefore

J = Q/t = (3/2)(3/4) εμV²/L³ = (9/8) εμV²/L³.

The larger charge outweighs the slower crossing, which leaves the factor a little above one. The numerical integration with ν = 10⁵ gives a scaled transit time tμV/L² of 1.33332, against 4/3 = 1.33333. The small difference has the expected sign, since a finite contact density gives the carriers a nonzero starting speed.

The same picture explains the powers. The charge that the film can hold is proportional to V, and the speed at which it is swept out is also proportional to V. One factor 1/L comes from the capacitance and two come from the transit time.

### Remark on thickness and mobility

At fixed voltage, halving L multiplies J by eight. At fixed mean field F = V/L the law reads J = (9/8)εμF²/L, and halving L then doubles J. A comparison of films must state which of the two is held fixed.

If the assumptions hold, a measured current gives the mobility as

μ = 8JL³/(9εV²).

For small errors, a relative error in thickness enters three times over: a film 5 per cent thicker than supposed makes the inferred mobility about 14 per cent too low, since 1/1.05³ = 0.864.

## Part II. A worked film and the limits of the law

### Symbols and results carried over

Carriers of charge magnitude q enter a film of thickness L at x = 0 and leave at x = L. E is the force per unit charge towards the exit, n the carrier density, ε the permittivity, μ the mobility, V = ∫₀ᴸ E dx the voltage and J the current density. Under drift alone, with no traps, no background carriers and E(0) = 0,

J_law = (9/8) ε μ V²/L³

E = (3V/2L) √(x/L)

n̄ = 3εV/(2qL²),

where n̄ is the mean carrier density. The local density is n = (n̄/2)√(L/x), the injected charge is Q = (3/2)εV/L and the transit time is t = (4/3)L²/(μV). The scaled contact density is ν = n_c qL²/(εV). Below, V_T = kT/q is the thermal voltage.

### Example: a 200 nm oxide film at 5 V

Take L = 200 nm = 2 × 10⁻⁵ cm, V = 5 V and T = 300 K, with relative permittivity 35 and mobility 0.01 cm²/Vs. The last two are rough values in the regime of amorphous titanium dioxide grown by atomic layer deposition. The permittivity is ε = 3.099 × 10⁻¹² F/cm. Then

J_law = 1.125 × 3.099 × 10⁻¹² × 0.01 × 25/(8 × 10⁻¹⁵) A/cm²

J_law = 109 A/cm² = 1.09 × 10⁶ A/m².

The mean field is 0.25 MV/cm and the exit field 0.375 MV/cm. The mean carrier density is 3.6 × 10¹⁷ cm⁻³, falling to 1.8 × 10¹⁷ cm⁻³ at the exit. The injected charge and the transit time are

Q = 1.5 × 3.099 × 10⁻¹² × 5/(2 × 10⁻⁵) = 1.16 × 10⁻⁶ C/cm²

t = (4/3) × 4 × 10⁻¹⁰/(0.01 × 5) = 1.07 × 10⁻⁸ s.

Their ratio returns 109 A/cm².

### Proposition 1: shallow traps

Let trapped carriers of density n_t sit in the film, and let the free fraction θ = n/(n + n_t) be the same everywhere.

**Proposition 1.** With the other assumptions unchanged, J = θ J_law.

**Proof.** All carriers, free and trapped, produce field, so ε dE/dx = q(n + n_t) = qn/θ. The free ones carry current, so

J = qnμE = θεμ E dE/dx.

This is the equation of Lemma 1 with μ replaced by θμ. The rest of the proof is unchanged. ∎

A constant θ requires free and trapped carriers in local equilibrium, traps far from full and a trap depth that does not depend on the field. The last condition fails for traps that are charged when empty and attract the carrier: a field F lowers their Coulomb barrier by q√[qF/(πε)]. At the mean field of the example, with the static permittivity, this is 0.064 eV, which would raise a small θ about twelvefold and the drift current about eightfold. The smaller high-frequency permittivity is often the appropriate one in this formula; a relative value near 6 gives about 0.16 eV, most of the trap depth assumed below, and a constant θ then fails altogether. The estimate below leaves this effect out. Let the traps have density N_t and lie an energy Δ below the band, and let N_B be the effective density of band states. When both populations are dilute, each is its density of states times a Boltzmann factor measured from the same Fermi level. The Fermi level cancels in the ratio:

n_t/n = (N_t/N_B) exp(Δ/kT).

A trap degeneracy factor of one is assumed. For a free-electron mass N_B = 2.51 × 10¹⁹ cm⁻³. Assume N_t = 10¹⁹ cm⁻³ and Δ = 0.2 eV. With kT = 0.02585 eV the exponential is about 2.3 × 10³, and

θ = 1/(1 + n_t/n) = 1.1 × 10⁻³.

The current drops from 109 to 0.12 A/cm². With constant θ the dependence on V²/L³ survives, so that dependence alone does not show a film to be free of traps. The mobility inferred from the current is then θμ.

Nearly all the injected charge is now trapped, and it fills 3.6 per cent of the traps on average. The filling is uneven: the density profile puts it above one tenth within about 7 nm of the entry. The constant θ is therefore an approximation that is poorest there. Allowing for trap filling raises the drift current to 0.13 A/cm². With diffusion as well, treated below, and a free-carrier density of 10¹⁹ cm⁻³ at both contacts, it becomes 0.18 A/cm², about 1.5 times θJ_law.

### Proposition 2: background carriers

Suppose that the film already contains carriers of density n₀, neutralised by fixed charge of the opposite sign.

**Proposition 2.** To first order in n₀/n̄, J = J_law(1 + n₀/n̄).

**Proof.** Only the excess over n₀ is net charge, so ε dE/dx = q(n − n₀), and the drift current is

J = μE(ε dE/dx + qn₀).

Integrate from 0 to x, with E(0) = 0 and φ(x) = ∫₀ˣ E dx′:

Jx = εμE²/2 + qn₀μφ.

Use scaled quantities s = x/L, e = EL/V, j = JL³/(εμV²) and d = qn₀L²/(εV). The equation becomes

e² = 2js − 2dφ/V.

In the small term insert the unperturbed results φ/V = s^(3/2) and √(2js) = (3/2)√s. Expanding the root to first order in d gives

e = √(2js) − d s^(3/2)/[(3/2)√s] = √(2js) − (2/3)ds.

The voltage condition ∫₀¹ e ds = 1 becomes

(2/3)√(2j) − d/3 = 1.

Hence j = (9/8)(1 + d/3)² ≈ (9/8)(1 + 2d/3). The definitions of d and n̄ give 2d/3 = n₀/n̄. ∎

For an assumed n₀ = 10¹⁶ cm⁻³ the ratio n₀/n̄ is 0.028, and the full numerical solution of the drift equations gives J/J_law = 1.028. Since n̄ is proportional to V, the correction grows as the voltage is lowered. At n₀ = n̄ the first-order result is still only about 4 per cent too low. For n₀ much larger than n̄ the current becomes ohmic, J = qn₀μV/L, and the first-order formula gives three quarters of it.

### Diffusion

Carriers also move down their density gradient. For dilute carriers the Einstein relation sets the diffusion constant to μV_T, so

J = qμ(nE − V_T dn/dx).

Let both contacts hold the same density n_c. There is then no built-in voltage, and V equals the applied voltage. Insert qn = ε dE/dx, with primes for d/dx:

J/(εμ) = EE′ − V_T E″.

Each term on the right is a derivative. Integration with a constant C gives

E²/2 − V_T E′ = Jx/(εμ) + C.

The substitution E = −2V_T u′/u makes this linear. It gives

E²/2 = 2V_T² (u′/u)²

−V_T E′ = 2V_T² [u″/u − (u′/u)²].

The squares cancel in the sum, which leaves

u″ = [Jx/(εμ) + C] u/(2V_T²).

Define a length ℓ by ℓ³ = 2V_T²εμ/J, and let x₀ be the point where the bracket vanishes. With z = (x − x₀)/ℓ this is Airy's equation, d²u/dz² = zu. Its solution that decays for large z is Ai(z).

Consider first an infinitely dense entry contact and ℓ ≪ L. Near a simple zero of u at x = 0, u is proportional to x, so E ≈ −2V_T/x and

n = (ε/q)E′ ≈ 2εV_T/(qx²).

The density diverges, as required. The field stays finite inside the film, so u has no zero there. The growing Airy solution enters with a weight that is exponentially small at the entry, because it serves to adjust u near the exit. The entry therefore lies at the first zero of Ai, z = −2.338, and x₀ = 2.338ℓ.

Well beyond x₀ the leading behaviour of Ai is exp(−(2/3)z^(3/2)), which gives

E ≈ 2V_T √z/ℓ = √[2J(x − x₀)/(εμ)].

This is the drift field of Lemma 1, started at x₀ instead of at zero. Diffusion carries the current through the first stretch, and drift has a shorter film to cross. Apart from an error in the voltage of order V_T, with logarithmic factors,

J ≈ (9/8) εμV²/(L − 2.338ℓ)³.

To solve for J, note that J/J_law = (16/9)(V_T/V)²(L/ℓ)³. The approximate law then becomes L/ℓ − 2.338 = (3V/4V_T)^(2/3), and

J/J_law ≈ [1 + 2.338(4V_T/3V)^(2/3)]³.

For an infinitely dense contact the excess dies away as V^(−2/3), which is slow. At 5 V, where V/V_T is nearly 200, the estimate is still 1.28; the full solution for a very dense contact gives 1.29.

The numerical solutions with finite contact densities give these values of J/J_law:

- n_c = 10¹⁹ cm⁻³: 1.823 at 1 V, 1.443 at 2 V, 1.191 at 5 V, 1.091 at 10 V
- n_c = 10²⁰ cm⁻³: 1.939 at 1 V, 1.531 at 2 V, 1.255 at 5 V, 1.146 at 10 V

The drift model with n_c = 10¹⁹ cm⁻³ at 5 V gives 0.999. The finite supply by itself therefore lowers the current by only 0.1 per cent, and the excess of 19 per cent is the work of diffusion.

The field is negative next to the entry and vanishes where u′ = 0. For Ai this is z = −1.019, a distance 1.319ℓ from an infinitely dense contact. At 5 V the estimate gives L/ℓ = 29.9, so ℓ = 6.7 nm and the distance is 8.8 nm. A finite n_c is reached a distance √[2εV_T/(qn_c)] from the divergence, which is 3.2 nm for the lower density and 1.0 nm for the higher. Subtracting these gives 5.6 and 7.8 nm; the numerical solutions give 5.63 and 7.85 nm. For the lower density the closeness is partly a cancellation: the computed current gives ℓ = 6.8 nm and a distance of 9.0 nm, while the density falls to n_c slightly further from the divergence than the leading term says.

The slow correction also affects the slope. For n_c = 10¹⁹ cm⁻³, doubling the voltage from 5 to 10 V multiplies J by 4 × 1.091/1.191 = 3.66. This corresponds to a power V^1.87 instead of V².

### Mobility that depends on field

If carriers hop a distance a, the field raises the forward rate by exp(qaE/2kT) and lowers the backward rate by the inverse factor. The difference is proportional to a hyperbolic sine. Matching it to μE at low field gives the drift speed

v = μE₀ sinh(E/E₀), with E₀ = 2V_T/a.

For an assumed a = 0.5 nm, E₀ = 1.03 MV/cm, well above the exit field. Numerical integration gives J/J_law = 1.007, so this correction is below one per cent here. Other mechanisms of field dependence are not covered by this estimate.

### Breakdown, crowding and heat

A rough breakdown field of 1 MV/cm puts the exit field at 0.375 of breakdown. Since the exit field is 1.5V/L, the law would reach that limit at 13 V. Both figures refer to drift alone. With diffusion and a dense exit contact, the integrated equation above gives E² = 2V_T qn_c/ε + 2J(L − x₀)/(εμ) at x = L. For n_c = 10²⁰ cm⁻³ the first term alone corresponds to 0.5 MV/cm, so the field right at such a contact is closer to breakdown than the drift value suggests.

The mean density is 1.4 per cent of N_B, so the carriers are dilute in most of the film. At the contacts this fails: 10¹⁹ cm⁻³ is 0.4 of N_B, and 10²⁰ cm⁻³ is four times N_B. The Einstein relation used above is then doubtful near the contacts, and the results for the higher density show the sensitivity to n_c within the dilute model. Fermi-Dirac statistics with the same N_B change J/J_law at 5 V from 1.191 to 1.197 for the lower density and from 1.255 to 1.282 for the higher, and raise the field at the denser exit contact from 0.66 to 0.78 MV/cm.

The dissipated power per area is JV = 545 W/cm². If all of it had to cross the full thickness, with a rough heat conductivity of 1 W/mK, the temperature difference across the film would be 1.1 K. For this current, that is an upper bound for the film in one dimension; heating of the substrate comes on top.

### The model beside a real film

Amorphous titanium dioxide films have relative permittivities of some tens, and 35 is a reasonable rough value. The mobility is much less certain and depends on how the film was made; J is proportional to it. The computed 109 A/cm² is far above the leakage wanted of a capacitor dielectric. It describes an idealised film with an ohmic contact and no traps. One assumption that is doubtful in a deposited amorphous oxide is the absence of traps, and the trap values assumed above lower the drift current about 900 times if θ is constant. With trap filling and diffusion the current lies about 600 times below J_law, and field lowering of the trap depth would shrink the factor further. An injection barrier lowers it by a large factor only if it is high enough for the supply from the contact, and not the charge in the film, to limit the current. A lower barrier still trims the excess due to diffusion: with these traps, reducing the free-carrier density at both contacts from 10¹⁹ to 10¹⁶ cm⁻³ lowers the current by about 16 per cent, although the supply limit is still more than twenty times larger. Diffusion, by comparison, raises the trap-free current by 19 to 28 per cent at 5 V for the two assumed contact densities, depending on the density and on the statistics used at the contacts.

Table of computed values

```
TESTS
scaled current from integration: 1.125000 (9/8 = 1.125000)
scaled transit time from integration: 1.33332
scaled contact density 0.3, 1, 3, 10, 100 gives scaled current:
  0.2592, 0.6334, 0.9822, 1.1074, 1.1248
INPUTS
thickness: 200 nm
voltage: 5.0 V
temperature: 300 K
relative permittivity (rough): 35
permittivity: 3.0990e-12 F/cm
mobility (rough): 0.010 cm2/Vs
thermal voltage kT/q: 25.85 mV
RESULTS OF THE LAW
current density: 108.9 A/cm2 = 1.089e+06 A/m2
mean field: 0.250 MV/cm
field at exit: 0.375 MV/cm
carrier density at mid-film: 2.564e+17 cm^-3
carrier density at exit: 1.813e+17 cm^-3
mean carrier density: 3.627e+17 cm^-3
injected charge: 1.1621 uC/cm2
transit time: 10.67 ns
NEGLECTED EFFECTS
with diffusion, contact density 1e+19 cm^-3:
  J/J_law at 1 V: 1.823
  J/J_law at 2 V: 1.443
  J/J_law at 5 V: 1.191
  J/J_law at 10 V: 1.091
  zero-field plane at 5 V: 5.63 nm
with diffusion, contact density 1e+20 cm^-3:
  J/J_law at 1 V: 1.939
  J/J_law at 2 V: 1.531
  J/J_law at 5 V: 1.255
  J/J_law at 10 V: 1.146
  zero-field plane at 5 V: 7.85 nm
drift only, contact 1e+19 cm^-3, J/J_law: 0.9990
assumed background density: 1e+16 cm^-3
  J/J_law with background: 1.028
assumed traps: 1e+19 cm^-3, 0.2 eV deep
  band states (free-electron mass): 2.51e+19 cm^-3
  free fraction theta: 1.09e-03
  current density with traps: 0.119 A/cm2
  mean trap filling: 0.036
assumed hopping distance: 0.5 nm
  hopping field scale E0: 1.03 MV/cm
  J/J_law with hopping speed: 1.0066
breakdown field (rough): 1.0 MV/cm
  exit field / breakdown field: 0.375
mean density / band states: 0.0145
heat conductivity (rough): 1.0 W/mK
  heating across film, upper bound: 1.09 K
```
